# Hellmann-Feynman Theorem and Pulay Term in Closed-Shell Hartree-Fock Theory, part 2

The problem is the slope $E'$ of a restricted Hartree-Fock energy $E$ when a nucleus and its basis functions move together. A prime on $E$, orbitals, coefficients, basis functions or overlaps denotes $d/d\lambda$. For a nuclear displacement, $\lambda=X$ is the $x$ coordinate of nucleus $A$, at $\mathbf R_A$.

The doubly occupied orbitals $\phi_i=\sum_\mu\chi_\mu C_{\mu i}$ have energies $\epsilon_i$ and coefficient columns $C_i$. Orbitals and basis functions $\chi_\mu$ are real. The overlap is $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$ and the density matrix is $D=2\sum_iC_iC_i^\dagger$. The operator $h$ contains the kinetic energy and the attraction to all nuclei, $g=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$ is the electron repulsion, and $V_{nn}$ is the nuclear repulsion. The Fock operator is $\hat F=h+\sum_j(2\hat J_j-\hat K_j)$, with Coulomb and exchange operators $\hat J_j$ and $\hat K_j$, and $F_{\mu\nu}=\langle\chi_\mu|\hat F|\chi_\nu\rangle$.

For any orbital variation,

$$\delta E=4\,\mathrm{Re}\sum_i\langle\delta\phi_i|\hat F|\phi_i\rangle.\tag{2}$$

At convergence,

$$(F-\epsilon_iS)C_i=0.\tag{3}$$

The slope is the sum of the Hellmann-Feynman part and the Pulay term $P$:

$$E^{(\lambda)}=2\sum_i\langle\phi_i|\partial_\lambda h|\phi_i\rangle+\partial_\lambda V_{nn},\tag{5}$$

$$E'=E^{(\lambda)}+P,\qquad P=4\,\mathrm{Re}\sum_i\langle w_i|r_i\rangle,\qquad r_i=(\hat F-\epsilon_i)\phi_i.\tag{8}$$

Here $w_i=\sum_\mu\chi'_\mu C_{\mu i}$, and the residual $r_i$ is orthogonal to the basis. Adjoining the rows that belong to the functions $\chi'_\mu$ gives the enlarged residual

$$\begin{pmatrix}F-\epsilon_iS\\F^\partial-\epsilon_iS^\partial\end{pmatrix}C_i=\begin{pmatrix}0\\p_i\end{pmatrix},\qquad P=4\,\mathrm{Re}\sum_iC_i^\dagger p_i,\tag{10}$$

where $F^\partial_{\mu\nu}=\langle\chi'_\mu|\hat F|\chi_\nu\rangle$ and $S^\partial_{\mu\nu}=\langle\chi'_\mu|\chi_\nu\rangle$.

Two sufficient conditions for $P=0$ are used below. The first is that the basis does not depend on $\lambda$. The second is that the derivatives $\chi'_\mu$ stay in the span of the basis.

### The Pulay part

A function attached to nucleus $A$ depends on $\mathbf r-\mathbf R_A$, so $\chi'_\mu=-\partial_x\chi_\mu$. Functions on other atoms have $\chi'_\mu=0$. The extra rows of the Fock matrix are then needed for the functions of $A$ alone. With $(\mu\nu|\kappa\tau)$ denoting the integral of $\chi_\mu\chi_\nu(\mathbf r)\,g\,\chi_\kappa\chi_\tau(\mathbf r')$,

$$F^\partial_{\mu\nu}=-\langle\partial_x\chi_\mu|h|\chi_\nu\rangle-\sum_{\kappa\tau}D_{\kappa\tau}\left[(\partial_x\mu\,\nu|\kappa\tau)-\tfrac12(\partial_x\mu\,\kappa|\tau\nu)\right].\tag{12}$$

The Coulomb coefficient is 1 because $2\sum_j\phi_j(\mathbf r')^2=\sum_{\kappa\tau}D_{\kappa\tau}\chi_\kappa\chi_\tau$. The exchange coefficient is $\tfrac12$ because $\hat K_j$ enters $\hat F$ with weight 1 and $\sum_jC_{\kappa j}C_{\tau j}=D_{\kappa\tau}/2$. The operator $h$ in (12) contains the attraction to all nuclei. With $S^\partial_{\mu\nu}=-\langle\partial_x\chi_\mu|\chi_\nu\rangle$,

$$P=4\sum_i\sum_{\mu\in A}C_{\mu i}\left[(F^\partial-\epsilon_iS^\partial)C_i\right]_\mu.\tag{13}$$

The same quantity can be organized differently. Define the energy-weighted density matrix $W=2\sum_i\epsilon_iC_iC_i^\dagger$. Since $S'_{\mu\nu}=\langle\chi'_\mu|\chi_\nu\rangle+\langle\chi_\mu|\chi'_\nu\rangle$ and $W$ is symmetric, the two terms contribute equally to the trace:

$$\mathrm{Tr}(WS')=4\sum_i\epsilon_i\sum_{\mu\nu}C_{\mu i}C_{\nu i}\langle\chi'_\mu|\chi_\nu\rangle.$$

The overlap part of $P$ is therefore $-\mathrm{Tr}(WS')$. The Fock part of $P$ is the first variation of the energy for $\delta\phi_i=w_i$, where $w_i=\sum_\mu\chi'_\mu C_{\mu i}$. Together with $E^{(X)}$ it forms the derivative of the energy expression with all coefficients frozen:

$$E'=\left(\frac{\partial E}{\partial X}\right)_C-\mathrm{Tr}(WS').\tag{14}$$

The trace accounts for the loss of orthonormality when the functions move at frozen coefficients. It is one part of the Pulay term, not the whole of it.

Convergence matters more for the slope than for the energy. If the matrix residual $q_i=(F-\epsilon_iS)C_i$ is not zero, the derivation has dropped $4\sum_iC_i'^{\,T}q_i$, which is linear in $q_i$. The energy is stationary, so its error is of second order in the orbital error. A threshold on the energy change alone can therefore leave a visible error in the gradient.

### Separating the two motions

Treat the position of the nucleus and the centre of its basis functions as two independent variables, $E(X_{\rm nuc},X_{\rm bas})$. Moving the nucleus alone is a perturbation with a fixed basis, so the slope is $E^{(X)}$. Moving the functions alone leaves $h$ and $V_{nn}$ unchanged, so the slope is $P$:

$$\frac{\partial E}{\partial X_{\rm nuc}}=E^{(X)},\qquad\frac{\partial E}{\partial X_{\rm bas}}=P.\tag{15}$$

Each part of the analytic gradient can thus be compared with converged energies on its own. Equation (15) also shows another way in which $P$ can vanish in a finite basis: the function centres can be optimized until the energy is stationary with respect to them.

Translating all nuclei and all functions together leaves the energy unchanged. Hence $\sum_A(E^{(X_A)}+P_A)=0$, where $P_A$ is the Pulay term of atom $A$. The Hellmann-Feynman forces alone need not add to zero. In butadiene at the geometry used below, inversion symmetry makes both sums vanish separately, so this check would say nothing there.

### Butadiene

The molecule is planar and s-trans, with chosen distances of 134 pm for C=C, 146 pm for C–C and 109 pm for C–H, and all angles equal to 120°. This is not an optimized geometry. The terminal carbon C1 is at the origin and its neighbour C2 on the positive $x$ axis. The 6-31G basis has 48 functions, and 15 orbitals are doubly occupied. The energy is $-154.8600$ hartree. The level of theory leaves out electron correlation, relativity and nuclear motion, and its basis is far from complete, so the forces below are properties of this model.

The Hellmann-Feynman part is a small difference of large numbers. The electrons pull C1 towards the rest of the molecule, and the other nuclei push it away:

$$E^{(X)}=-576.168+578.804=2.637\ \text{nN},$$

where the last digit reflects unrounded input. A positive slope means a negative $x$ component of the force, that is, a push away from C2. The Pulay part consists of

$$P=-15.421+12.150=-3.271\ \text{nN},$$

with the Fock part first and the overlap part second. Taking $-\mathrm{Tr}(WS')$ alone for the Pulay term would give it the wrong sign. The total is

$$E'=2.637-3.271=-0.634\ \text{nN}=-0.00770\ \text{hartree/bohr}.$$

The $x$ component of the actual force is positive and tends to shorten the C1–C2 distance. This is one component only. No symmetry makes the in-plane component perpendicular to the bond vanish, and in 6-31G it is the larger of the two, with a slope of $+0.906$ nN. None of these values is converged with respect to the basis. In 6-31G* (five $d$ functions on each carbon, 68 functions) the total $x$ slope is $-1.214$ nN, a shift of 0.58 nN. It is composed of $E^{(X)}=-9.567$ nN and $P=+8.354$ nN. The perpendicular slope is $+0.802$ nN and is then the smaller of the two.

Finite differences of converged energies give 2.637 nN when the nucleus moves alone, $-3.271$ nN when its functions move alone, and $-0.634$ nN when both move. The numerical check requires each to agree with its analytic counterpart within $5\times10^{-6}$ hartree/bohr. The largest element of $(F-\epsilon_iS)C_i$ inside the basis is $3\times10^{-9}$ hartree, while the largest element in the derivative rows is 25.9 nN. These have different units, but they show the two blocks of the enlarged residual: the first is zero to the convergence of the calculation, and the second is not.

### What the rows reveal

Equation (13) is a sum over the functions of C1. The contracted core function contributes $+3.662$ nN, the valence $s$ functions $+0.500$ nN, and the $p$ functions $-7.432$ nN. The sum is $-3.271$ nN, again from unrounded values. The total is unchanged by any fixed linear recombination of the C1 functions, because such a recombination leaves $w_i$ unchanged. The division into rows does depend on the choice of functions. It is a diagnostic for this basis and not a physical partition.

The core row can be removed by the second sufficient condition. The derivative of an $s$ function $f(r)$ is $\partial_xf=xf'(r)/r$, where $f'$ is the radial derivative and $\mathbf r$ is measured from the atom. This is a $p$ function. For a normalized primitive with exponent $\alpha$ the norms are

$$N_s=\left(\frac{2\alpha}{\pi}\right)^{3/4},\qquad N_p=\left(\frac{128\alpha^5}{\pi^3}\right)^{1/4}=2\sqrt\alpha\,N_s,$$

so

$$\partial_x\left(N_se^{-\alpha r^2}\right)=-2\alpha N_s\,xe^{-\alpha r^2}=-\sqrt\alpha\;N_p\,xe^{-\alpha r^2}.$$

A contracted $s$ function with coefficients $c_k$ and exponents $\alpha_k$ therefore has a derivative proportional to a contracted $p$ function with coefficients $c_k\sqrt{\alpha_k}$. Adding this one $p$ shell to C1 raises the number of functions to 51 and lowers the energy to $-154.8621$ hartree, by about 2.1 millihartree. The core row falls to about $2\times10^{-8}$ nN in magnitude, which is zero to the convergence of the calculation, as it must be.

The Hellmann-Feynman slope nevertheless becomes worse. It rises from 2.637 to 6.430 nN, and the Pulay term goes from $-3.271$ to $-7.090$ nN. The row values explain this. In the original basis the positive core row cancelled part of the negative $p$ row. Removing the core row from the original sum would leave

$$-3.271-3.662=-6.932\ \text{nN}$$

before rounding of the inputs. The remaining change to $-7.090$ nN comes from the relaxation of the orbitals and from the row of the added shell. In the larger basis the valence $s$ functions contribute 0.423 nN and all $p$ functions, including the added ones, $-7.514$ nN.

The total slope changes far less, from $-0.634$ to $-0.661$ nN. This is 4% of its original magnitude. A lower variational energy thus does not guarantee a smaller Pulay term, and a small Pulay term may result from cancellation between larger contributions of different basis functions.

The large $p$ row has a possible origin in the functions absent from 6-31G. Differentiating a $p$ function gives

$$\partial_x(xf)=\left(f+\frac{rf'}3\right)+\left(x^2-\frac{r^2}3\right)\frac{f'}r,$$

an $s$-type function plus a $d$-type function. The carbon basis has no $d$ functions, and its few $s$ functions need not contain the first bracket. The $x$ derivatives of the $p_y$ and $p_z$ functions are purely of $d$ type. Projecting the derivatives onto $d$ shells built from the exponents of the $p$ shells splits the row of $-7.432$ nN into $-7.880$ nN of $d$ type and $+0.448$ nN of $s$ type, so the $d$ part dominates. It does not follow that any added $d$ shell reduces $P$. The single polarization shell of 6-31G* does not contain these derivatives and brings rows of its own, and in that basis $|P|$ is larger.

### A model that reaches the complete limit

The limit can be followed closely in one dimension. Four electrons move in a harmonic trap centred at $\lambda$, with a fixed repulsive bump at the origin. With energy in units of $\hbar\omega$ and length in units of $\ell=\sqrt{\hbar/(m\omega)}$,

$$h=-\frac12\frac{d^2}{dx^2}+\frac12(x-\lambda)^2+2e^{-x^2/2},\qquad g=\frac{1}{\sqrt{(x-x')^2+1}}.$$

The basis consists of the first $n$ oscillator functions $\chi_k$, $k=0,\dots,n-1$, centred at $\lambda$. With $y=x-\lambda$ and the ladder operators $a=(y+d/dy)/\sqrt2$ and $a^\dagger=(y-d/dy)/\sqrt2$, the derivative is $d/dy=(a-a^\dagger)/\sqrt2$. Moving the centre changes the sign, and $a\chi_k=\sqrt k\,\chi_{k-1}$, $a^\dagger\chi_k=\sqrt{k+1}\,\chi_{k+1}$ give

$$\partial_\lambda\chi_k=\sqrt{\frac{k+1}2}\,\chi_{k+1}-\sqrt{\frac k2}\,\chi_{k-1}.$$

For $k<n-1$ both functions on the right lie in the basis. The highest function, $k=n-1$, is the one that produces a function outside it, namely $\chi_n$. Since $r_i$ is orthogonal to the basis,

$$P=4\sqrt{\frac n2}\,\sum_iC_{n-1,i}\,\langle\chi_n|r_i\rangle.\tag{16}$$

The whole Pulay term is a projection of the residuals onto one function. The Hellmann-Feynman part is $-\int\rho(x)(x-\lambda)\,dx$, with $\rho$ the electron density. At $\lambda=\ell$, in units of $\hbar\omega/\ell$ for the slopes and $\hbar\omega$ for the residual norm $(\sum_i\|r_i\|^2)^{1/2}$, the results are:

| $n$ | residual norm | $E^{(\lambda)}$ | $P$ |
|---:|---:|---:|---:|
| 4 | $7.7\times10^{-2}$ | $-1.774715$ | $-4.9\times10^{-2}$ |
| 8 | $9.7\times10^{-3}$ | $-1.820640$ | $-8.7\times10^{-6}$ |
| 16 | $3.2\times10^{-4}$ | $-1.820623$ | about $-5\times10^{-8}$ |
| 32 | $2.2\times10^{-6}$ | $-1.820623$ | below $10^{-6}$ |

The last entry is given as the bound on $|P|$ that the numerical check enforces, because the printed value lies below what the convergence threshold can support. The entry at $n=16$ is only a few times that threshold of $10^{-8}$ and lies below the $10^{-6}$ tolerance of the check, so the check certifies its smallness and not its digits. The check also compares (16) with the full sum over basis functions, and the total slope with finite differences, at every $n$. The negative slope means that the energy falls when the trap moves farther from the bump.

At $n=8$ the residual norm is still about $10^{-2}$, yet $P$ is below $10^{-5}$. Equation (16) allows this, since the residual is multiplied by the coefficient of the highest basis function and only its projection onto $\chi_n$ counts. The output does not tell how much of the reduction comes from each factor or from cancellation between the two orbitals.

The same row clarifies what the Pulay term corrects. The total slope at $n=8$ is $-1.820649$, which differs from the value at $n=32$ by $2.5\times10^{-5}$ (from the unrounded values). The Hellmann-Feynman part alone differs from it by $1.7\times10^{-5}$ and happens to be closer. At $n=4$ the order is reversed: the total is off by 0.003 and the Hellmann-Feynman part by 0.046. Adding $P$ gives the slope of the energy computed in the given basis. Geometry optimization and energy conservation in dynamics on that energy surface require this slope, whether or not it is closer to the slope of the complete basis.

## Numbers as computed

```
BUTADIENE, RHF/6-31G, X = coordinate of terminal carbon C1
C1 at origin, C2 on the +x axis
C=C 134 pm, C-C 146 pm, C-H 109 pm, angles 120 deg
basis functions: 48, doubly occupied orbitals: 15
RHF energy: -154.860042 hartree
finite-difference step: 0.1058 pm
HF part, electrons on nucleus: -576.16751 nN
HF part, nuclear repulsion: 578.80419 nN
HF part, sum: 2.63669 nN
slope, nucleus moved alone: 2.63667 nN
Pulay, Fock part: -15.42101 nN
Pulay, overlap part: 12.15035 nN
Pulay, sum: -3.27066 nN
slope, functions moved alone: -3.27064 nN
total dE/dX = HF + Pulay: -0.63397 nN
slope, both moved: -0.63397 nN
total dE/dX: -0.007695 hartree/bohr
largest residual inside basis: 3.4e-09 hartree
largest residual in derivative rows: 25.9455 nN
Pulay from C1 core s functions: 3.66151 nN
Pulay from C1 valence s functions: 0.50005 nN
Pulay from C1 p functions: -7.43221 nN
WITH THE DERIVATIVE OF THE C1 CORE FUNCTION ADDED
basis functions: 51
RHF energy: -154.862110 hartree
HF part: 6.42972 nN
Pulay part: -7.09048 nN
Pulay from core s row: -2.4e-08 nN
Pulay from valence s functions: 0.42306 nN
Pulay from p functions: -7.51353 nN
total dE/dX: -0.66076 nN
slope, both moved: -0.66076 nN
1D MODEL, energy unit hbar*omega, length unit l
bump height 2.0 hbar*omega, trap centre 1.0 l
residual norm in hbar*omega; gradients in hbar*omega/l
 n  residual      HF          Pulay        slope
 4  7.68e-02   -1.7747146   -4.869e-02   -1.8234005
 8  9.67e-03   -1.8206402   -8.740e-06   -1.8206489
16  3.15e-04   -1.8206234   -5.052e-08   -1.8206234
32  2.18e-06   -1.8206235    1.002e-11   -1.8206234
```
